Why an O 1s energy-loss onset can underestimate an oxide gap

A leakage calculation for a gate stack needs the height of the barrier that the oxide presents to electrons in the silicon. With a measured valence-band offset ΔEv, the conduction-band offset is

ΔEc = Eg(oxide) − Eg(silicon) − ΔEv.

The decision is whether the onset of energy loss beside the oxygen 1s photoelectron line may be entered here as Eg(oxide). Any error in it passes unchanged into ΔEc, and a gap that is too small gives a barrier that is too low and a tunnelling current that is too large.

The reading considered here fits a straight line to the rising loss edge and extends it down to a baseline. The crossing is a property of the whole signal in the fit window, and the gap is one of several things that set it. A model in which every contribution is known shows which of them lower the reading, which raise it, and why.

**What the ideal loss function says**

Let E be the energy lost by the photoelectron, measured from the O 1s line, and let ε = ε1 + iε2 be the dielectric function of the film. The loss function is

L = Im(−1/ε) = Im[−(ε1 − iε2)/(ε1² + ε2²)] = ε2/(ε1² + ε2²).

As long as ε does not vanish inside the gap, L is zero where ε2 is zero. In a defect-free film without excitons or band tails, the loss therefore starts at Eg. A sub-gap defect band of height ε2d changes this. Where the host does not absorb, and ε2d is much smaller than ε1,

L ≈ ε2d/ε1².

The host screens the defect loss but does not remove it.

The model film has rough parameters in the regime of hafnium oxide. For E > Eg its band absorption is

ε2 = A E0² Γ E/[(E0² − E²)² + Γ²E²] · (E − Eg)/E,

with Eg = 5.7 eV, E0 = 10 eV and Γ = 8 eV. Below Eg it is zero. The last factor makes the edge linear, which is the shape that a straight-line reading presupposes. The real part follows from causality,

ε1(E) = 1 + (2/π) P∫ E′ε2(E′)/(E′² − E²) dE′,

where P denotes the principal value and the integral runs over positive energies. The constant A is set so that the band part gives ε1(0) = 4.0.

The defect band is a Gaussian in ε2 with height 0.20, centre 5.2 eV and standard deviation 0.35 eV. At its centre the host has ε1 = 5.217, so the screened estimate is 0.20/5.217² = 0.00735. The full dielectric function gives 0.00732.

The height can be turned into a density. For n oscillators of unit strength per volume, the absorption sum rule reads

(2/π)∫ E ε2d dE = ħ²e²n/(ε0m),

where e and m are the electron's charge and mass and ε0 is the vacuum permittivity. The left side is (2/π) × 0.20 × 5.2 eV × 0.35 eV × √(2π) = 0.58 eV², which gives n = 4.2 × 10²⁰ cm⁻³. This estimate ignores the local field at the defect. A Lorentz local field strengthens the absorption per defect by [(ε1 + 2)/3]² = 5.8 and lowers n to about 7 × 10¹⁹ cm⁻³, while transitions weaker than unit strength would require more defects. The density is thus fixed only to an order of magnitude, and it describes a heavily defective film.

**From loss function to spectrum**

In first-order scattering with a loss function independent of momentum transfer q, the probability of losing E is proportional to L∫dq/q. The limits are the difference and the sum of the electron's wave numbers before and after the loss. With kinetic energy T = 955 eV, the integral is

ln{[√T + √(T − E)]/[√T − √(T − E)]}.

Multiplying L by this logarithm and scaling the product to unit area gives the loss density w(E).

Electrons start uniformly through a film of thickness 5 nm and leave along the normal on straight paths. Their mean free path is 2 nm, so the film is t = 2.5 free paths thick. From depth z, in units of the free path, the probability of no loss is e⁻ᶻ and that of one loss is z e⁻ᶻ. The intensity ratio is

g = ∫₀ᵗ z e⁻ᶻ dz / ∫₀ᵗ e⁻ᶻ dz = [1 − (1 + t)e⁻ᵗ]/(1 − e⁻ᵗ) = 0.776.

The elastic line V(E) is a Voigt profile of unit area. Its Gaussian part has a full width of 0.90 eV, or σ = 0.382 eV, and its Lorentzian part has half width γ = 0.08 eV. An electron that has lost energy carries the same line shape, so with one loss retained

S = V + g V∗w,

where ∗ denotes convolution. The first term is the elastic line with its wing, and the second is the smeared loss spectrum.

**How an added signal moves the crossing**

Take a tangent at energy Et. It meets a baseline of height C at

E_on = Et − [S(Et) − C]/S′(Et).

Let F be a signal whose tangent is read at zero baseline, and let a further signal B be added. With all quantities taken at Et, the shift is

ΔE = F/F′ − (F + B)/(F′ + B′)
 = [F(F′ + B′) − F′(F + B)]/[F′(F′ + B′)]
 = (F B′ − B F′)/[F′(F′ + B′)].

For positive F, B, F′ and F′ + B′, the crossing moves down when

B′/B < F′/F.

The relative growth of the added signal decides the sign. A signal that falls through the fit window lowers the reading. One that rises does so too, if it rises more slowly in proportion than the edge. One that rises faster pushes the reading up.

The same formula holds for a least-squares line on evenly spaced points. Its value at the window centre and its slope are both linear in the data, so they take the places of F and F′.

Dividing numerator and denominator by F′ shows the size of the shift:

ΔE = (d B′ − B)/(F′ + B′), d = F/F′.

Here d is the distance from the tangent point down to the old crossing. It acts as a lever arm: a given change of slope does more harm when the line is already being extended a long way.

**Finite resolution rounds the edge**

Consider a linear edge a(E − Eg) smeared by the Gaussian alone. Write x = Et − Eg and c = x/σ, and let φ and Φ be the standard normal density and its cumulative distribution. The smeared signal is an average of the edge over displacements σs:

f(x) = a∫ (x + σs) φ(s) ds, from s = −c to ∞.

Since ∫φ ds = Φ(c) and ∫sφ ds = φ(c) over this range,

f = a[xΦ(c) + σφ(c)].

In the derivative, the terms cφ(c) and σφ′(c)/σ = −cφ(c) cancel, leaving f′ = aΦ(c). The tangent therefore crosses zero at a distance from Eg of

x − f/f′ = −σφ(c)/Φ(c).

This is negative for every finite x. The smearing has moved signal below the edge, and a line taken close to the edge follows that foot. For σ = 0.382 eV the shift is −0.305 eV at x = 0, −0.103 eV at x = 0.4 eV and −0.005 eV at x = 1.0 eV. On a straight edge, then, a later tangent cures the Gaussian error. A real edge need not stay straight that far.

**The elastic wing, and what the baseline does to it**

Far from its centre the Voigt line falls as

B(E) ≈ γ/(πE²), B′ = −2B/E.

First let the baseline be the constant detector level, measured so far on the other side of the O 1s peak that the wing is negligible there. The distance matters, because 10 eV from the peak the wing still has (6.1/10)² = 37% of its height at 6.1 eV. Subtracting the detector level alone leaves the wing in the signal, and the reading is made at zero. On an unsmeared linear edge, F = ax and F′ = a, so

ΔE = (xB′ − B)/(a + B′).

Both terms of the numerator are negative. The reading falls below the gap whenever a + B′ > 0. If that condition fails, the wing drops faster than the edge climbs and there is no rising edge to fit.

Now let the baseline be flat, at the height of the wing at some energy Eb ≤ Eg. The crossing moves from Eg by

ΔE = x − [ax + B(Et) − B(Eb)]/(a + B′)
 = [xB′ + B(Eb) − B(Et)]/(a + B′).

The wing is convex, so it lies above its own tangent:

B(Eb) − B(Et) ≥ −B′(Et − Eb) ≥ −B′x.

The second inequality uses Et − Eb ≥ x and −B′ > 0. The numerator is therefore never negative, and the denominator is again taken to be positive. The same wing that lowered the reading at zero baseline now raises it, because the flat line subtracts more wing than is present under the edge. The tail of the elastic line does not have a fixed sign of error; the baseline helps to choose it.

**Following one reading through the model**

The line is fitted between 5.7 and 6.5 eV, with its centre at 6.1 eV, and this window is held fixed while effects are added in turn. The baseline is zero. The crossings are:

ideal loss edge: 5.68 eV
with Gaussian smearing: 5.53 eV
with Lorentzian smearing of the losses: 5.38 eV
with the elastic wing: 3.86 eV
with defects: 3.30 eV

The final reading is 2.4 eV below the input gap. The last two crossings move by about 0.01 eV with the numerical grid and the upper cutoff of the loss spectrum. The individual steps depend on the order in which the effects are added, while the end point does not.

The Gaussian step is −0.15 eV, against −0.10 eV from the tangent formula at x = 0.4 eV. They need not agree, since the fit spans the whole rounded region and the loss edge is slightly curved.

The Lorentzian step has the same sign, and the growth rule gives part of the reason. A loss at E′ well above the window spills a signal proportional to 1/(E′ − E)² into it, with relative growth 2/(E′ − E). Before this step the lever arm is 6.10 − 5.53 = 0.57 eV, so the edge has relative growth 1/0.57 eV. Spill from losses more than about 1.1 eV above the window centre grows more slowly than that and lowers the crossing.

The wing makes the largest step, and its size can be followed by hand. At 6.1 eV the fitted loss signal is F = 5.78 × 10⁻⁴ eV⁻¹, with slope F′ = 7.99 × 10⁻⁴ eV⁻². The wing is

B = 0.08/(π × 6.1²) = 6.84 × 10⁻⁴ eV⁻¹,
B′ = −2B/6.1 = −2.24 × 10⁻⁴ eV⁻².

The wing exceeds the loss signal that is being fitted, although it is less than a thousandth of the elastic peak height, 0.89 eV⁻¹. With d = F/F′ = 0.724 eV,

ΔE = (−0.724 × 2.24 − 6.84)/(7.99 − 2.24) eV = −1.5 eV.

The fits themselves differ by −1.52 eV.

Defects then lower the reading by a further 0.56 eV. If the known elastic line is subtracted first, the same defects lower it by only 0.17 eV, from 5.38 to 5.21 eV. The lever arm explains much of the contrast: it is 0.72 eV without the wing and 2.24 eV with it. The wing also reduces the slope in the denominator. The two errors therefore reinforce each other.

Subtracting the wing still leaves the reading 0.49 eV too low. It also leaves a more basic hazard, which is to fit the wrong rise. Once the elastic line has been removed, a line placed on the first rise that appears, between 4.5 and 5.1 eV, crosses zero at 3.70 eV. This is neither the gap nor the centre of the defect band.

For an isolated Gaussian band of total variance s² = 0.35² + 0.382² = 0.27 eV², the signal divided by its slope is s²/(5.2 eV − E). A tangent at 4.8 eV would then cross zero at 4.8 − 0.27/0.4 = 4.1 eV. The calculated signal contains further parts, and the growth rule gives the sign of their effects. At 4.8 eV the defect band has relative growth 0.4/0.27 = 1.5 eV⁻¹. The Gaussian foot of a linear band edge has relative growth Φ(c)/[xΦ(c) + σφ(c)], which is about 8 eV⁻¹ at x = −0.9 eV, so it raises the crossing. Lorentzian spill from losses more than about 1.3 eV above the tangent point grows more slowly than the defect band and lowers the crossing. With Gaussian smearing alone the same fit gives 4.09 eV, so nearly all of the drop to 3.70 eV comes from the Lorentzian smearing of the losses.

**Choices that reverse or hide the error**

With a flat baseline averaged between 4.0 and 4.4 eV, and the elastic wing left in, the line fitted between 5.7 and 6.5 eV gives 6.59 eV for the clean film and 6.66 eV for the defective one. Both are too high, as the convexity argument leads one to expect. Both also lie beyond the upper end of the fit window, which means that the fitted line is below the baseline throughout the window. That is a visible sign that the construction has failed. A less extreme case would give no such warning.

Moving the window to 6.5–7.5 eV, at zero baseline, raises the full reading from 3.30 to 4.25 eV. The ideal clean reading moves the other way, from 5.68 to 5.49 eV. A curve that starts at Eg, but whose later fitted line crosses zero below Eg, has become less steep on the way up. A later window thus trades sensitivity to the foot and the wing for sensitivity to the bend of the edge.

Edge shape can also raise the reading. For an edge proportional to (E − Eg)ᵖ, the signal divided by its slope is x/p, so the tangent crosses at

E_on = Eg + x(1 − 1/p).

A quadratic edge reads high by x/2. For a least-squares line over a window from Eg to Eg + W, put u = x − W/2, so that x² = u² + Wu + W²/4. The even term u² does not affect the slope, which is W. The mean of x² is W²/3, and the line crosses at W/2 − W/3 = W/6 above Eg. For W = 0.8 eV this is 0.13 eV. When the linear factor in the model's ε2 is replaced by its square and A is reset, the ideal loss edge reads 5.81 eV, or 0.11 eV high. Such a bias can partly cancel the downward error from smearing, so a plausible number is not evidence that the errors are small. It gives no protection against the wing. Near the gap a quadratic edge rises less steeply, and the shift formula then gives the same wing a larger effect.

**The model beside a real film**

A gap between 5 and 6 eV, an electronic permittivity near 4 and a free path of about 2 nm are reasonable rough values for hafnium oxide. The free path is an independent input: the first-order formula with its prefactor 1/(πa0T), a0 being the Bohr radius, would give about 1.0 nm for this loss function, and with that value g is 0.96 and the clean reading with the wing is 4.2 eV instead of 3.86 eV. The strength of the loss edge relative to the wing is therefore only roughly set. The defect density is above what a good gate dielectric should contain. The least secure input is the wing: the model assumes that a Lorentzian with γ = 0.08 eV holds at 6 eV from the line and beyond. Real spectrometers and core levels may depart from this, and the shift of −1.5 eV should not be carried over to a measured film.

Real films also break the assumption of one chemical state and bulk losses alone. Relative to the full zero-baseline reading of 3.30 eV, replacing 10% of the losses by surface losses raises the crossing by 0.34 eV. Giving 5% of the oxygen a hydroxyl-like shift of 1.5 eV towards larger apparent loss lowers it by 0.29 eV, and a band tail, made by replacing E − Eg in the edge factor of ε2 with Eu ln[1 + exp((E − Eg)/Eu)] for Eu = 0.1 eV, lowers it by 0.15 eV. That figure depends on the form of the tail: an exponential of the same decay energy joined smoothly to the straight edge at Eg + Eu lowers it by only 0.05 eV. Double losses change it by −0.01 eV. The first three changes are magnified by the long lever arm that the wing creates; with the main elastic line subtracted, and the first form of the tail, they shrink to +0.01, −0.13 and −0.05 eV. The model also omits momentum dispersion, core-hole losses, elastic scattering and charging; the last three have not been sized here. Dispersion weakens the loss just above the edge and so enlarges the effect of the wing. If each loss energy rises with momentum transfer by αħ²q²/2m at fixed oscillator strength and fixed g, the clean reading with the wing falls from 3.86 eV to about 2.4 eV for α = 0.05 and 1.5 eV for α = 1, while the reading without the wing stays near 5.4 eV. The first-order free path then becomes 1.3 and 2.1 nm, so the short value of 1.0 nm comes largely from the neglect of dispersion. Other photoelectron lines are omitted as well. In hafnium oxide the broad Hf 4s line is tabulated several eV above O 1s in binding energy, at or near the loss onset. A Lorentzian line with 1% of the O 1s area and a half width of 2 eV has a height of 0.01/(π × 2 eV) = 1.6 × 10⁻³ eV⁻¹, nearly three times the fitted loss signal, so such a line must be removed before any onset is read.

With 100,000 counts in a 0.05 eV channel at the elastic peak and no background counts, counting noise scatters the crossing with a standard deviation of about 0.9 eV in a sample of 4000 simulated spectra. Rare spectra with a nearly flat fitted line contribute strongly to this figure, so another sample can give a very different one, up to about 3 eV; a steadier measure is that the central 68% of the crossings lie between 2.5 and 3.8 eV. The scatter found here is larger than each of the four changes given above for surface losses, hydroxyl, band tail and double losses. For the clean film the signal at the window centre is about (5.78 + 6.84) × 10⁻⁴/0.89 of the peak, or 142 counts, with a statistical spread of 12. A subtracted background leaves its noise behind: at 1% of the peak it would raise the spread to √(142 + 1000) = 34. Over the 0.8 eV window the signal rises by only about 52 counts. One such spectrum could not establish the 0.56 eV defect shift, even though the shift of the expected signal is well defined.

For the leakage calculation, using the onset as the gap requires at least three things. The elastic line shape must be known well enough both to subtract its wing and to correct for its smearing of the losses. The fitted rise must be shown to belong to the bands, without a shift by excitons, because the band offset needs the gap for separate electrons and holes. The result must also be stable against the fit window and edge law within the accuracy needed for ΔEc. Stability against the window alone is not enough: with the wing removed but the smearing left in, the clean film reads 5.38 eV in the early window and 5.41 eV in the later one. Two readings can thus lie close together and both fall short of the gap of 5.7 eV. If defect absorption overlaps the edge, the safer course is to fit the band and defect contributions together with the measured line shape. Without that, the crossing is neither a lower nor an upper bound on the gap. The numerical output gives the remaining values for this film.

Computed results

```
Input gap: 5.70 eV
Input electronic permittivity: 4.0 (no unit)
Band oscillator energy, width: 10.0, 8.0 eV
Defect centre, sigma: 5.2, 0.35 eV
Defect peak eps2: 0.20 (no unit)
Defect density, unit oscillators: 4.21e+20 cm^-3
Gaussian FWHM, sigma: 0.90, 0.382 eV
Lorentz half width gamma: 0.08 eV
Electron kinetic energy: 955 eV
Film thickness, mean free path: 5.0, 2.0 nm
One-loss/no-loss ratio g, formula: 0.776 (no unit)
Same ratio, simulated paths: 0.776 (no unit)
Fit windows early, late: (5.7, 6.5), (6.5, 7.5) eV
First-rise, flat-baseline windows: (4.5, 5.1), (4.0, 4.4) eV
Host eps1 at defect centre: 5.217 (no unit)
Defect loss function at centre: 0.00732 (no unit)
Screened estimate of it: 0.00735 (no unit)
f-sum ratio, loss/absorption: 1.0000 (no unit)
Inverse sum, expected: 0.7513, 0.7513
Gaussian tangent shift at x=0.0 eV: -0.3049 eV
Gaussian tangent shift at x=0.4 eV: -0.1034 eV
Gaussian tangent shift at x=1.0 eV: -0.0050 eV
Elastic peak height: 0.8900 1/eV
Wing at 6.1 eV: 6.844e-04 1/eV
Smeared clean loss at 6.1 eV: 5.783e-04 1/eV
Slope of smeared clean loss: 7.986e-04 1/eV^2
Onset from eps2 alone: 5.712 eV
Onset, ideal clean loss: 5.675 eV
Onset, + Gaussian smearing: 5.528 eV
Onset, + Lorentz smearing: 5.376 eV
Onset, + elastic wing: 3.855 eV
Onset, + defects (full): 3.295 eV
Full onset minus gap: -2.405 eV
Wing shift, fitted: -1.521 eV
Wing shift, predicted: -1.475 eV
Wing subtracted, defects, early window: 5.209 eV
Wing subtracted, defects, first rise: 3.704 eV
Flat baseline, clean: 6.589 eV
Flat baseline, defects: 6.661 eV
Late window, ideal clean: 5.487 eV
Late window, full: 4.252 eV
Quadratic edge, ideal clean: 5.810 eV
Neglected: double losses: -0.0108 eV
Neglected: 10% surface losses: 0.3427 eV
Neglected: 5% hydroxyl at +1.5 eV: -0.287 eV
Neglected: 0.1 eV exponential band tail: -0.149 eV
Peak counts per 0.05 eV channel: 100000
Neglected: counting noise, std of onset: 0.880 eV
```
